\section*{Impact-ionisation power laws with and without momentum conservation}

\section{The model and its threshold}

\textbf{Q.} I am told that impact ionisation in parabolic bands grows as the square of the excess energy, or as its $7/2$ power if momentum conservation is ignored. Excess over what? I suspect that two different energies share one name.

\textbf{A.} They do, and the derivation must keep them apart. Take a conduction electron of momentum $\mathbf k$ and energy $E=k^2/2m_c$, measured from the conduction-band edge. It lifts an electron across the gap $E_g$, leaving two conduction electrons, $\mathbf k_1$ and $\mathbf k_2$, and a hole of momentum $\mathbf k_h$ and mass $m_h$. The algebra is in atomic units. Both bands are three-dimensional, isotropic and parabolic, with extrema at the same point of the zone. The valence band is full and the conduction band otherwise empty.

The hole momentum is minus that of the removed valence electron, so conservation reads
\begin{align}
\mathbf k&=\mathbf k_1+\mathbf k_2+\mathbf k_h,\\
E&=E_g+\frac{k_1^2+k_2^2}{2m_c}+\frac{k_h^2}{2m_h}.
\end{align}

\textbf{Q.} Then why is $E_g$ not the threshold? At $E=E_g$ there is enough energy to make the pair.

\textbf{A.} There is enough energy to make it at rest, but the final particles must carry the momentum $\mathbf k$, which costs kinetic energy. To find the least cost, put $M=2m_c+m_h$ and write
\begin{equation}
\mathbf k_{1,2}=\frac{m_c}{M}\mathbf k+\frac{\mathbf P}{2}\pm\mathbf p,
\qquad
\mathbf k_h=\frac{m_h}{M}\mathbf k-\mathbf P .
\label{jac}
\end{equation}
The three momenta add up to $\mathbf k$ for any $\mathbf P$ and $\mathbf p$. In the electron energies the terms linear in $\mathbf p$ cancel:
\begin{align}
\frac{k_1^2+k_2^2}{2m_c}
&=\frac{1}{m_c}\left(\frac{m_c}{M}\mathbf k+\frac{\mathbf P}{2}\right)^2+\frac{p^2}{m_c}\nonumber\\
&=\frac{m_ck^2}{M^2}+\frac{\mathbf k\cdot\mathbf P}{M}+\frac{P^2}{4m_c}+\frac{p^2}{m_c},\\
\frac{k_h^2}{2m_h}
&=\frac{m_hk^2}{2M^2}-\frac{\mathbf k\cdot\mathbf P}{M}+\frac{P^2}{2m_h}.
\end{align}
On addition the cross terms cancel. The $k^2$ terms give $(2m_c+m_h)k^2/2M^2=k^2/2M$, and the $P^2$ terms combine over a common denominator:
\begin{equation}
E_{\rm kin}=\frac{k^2}{2M}+\frac{p^2}{m_c}+\frac{M P^2}{4m_cm_h}.
\label{kin}
\end{equation}
The first term is the unavoidable cost. Since $k^2=2m_cE$, it equals $(m_c/M)E$. The energy left for internal motion is
\begin{equation}
\Delta=E-E_g-\frac{m_c}{M}E
=\frac{m_c+m_h}{M}\,(E-E_{\rm th}),
\label{delta}
\end{equation}
with
\begin{equation}
E_{\rm th}=E_g\,\frac{2m_c+m_h}{m_c+m_h}.
\label{eth}
\end{equation}
At threshold $\mathbf P=\mathbf p=0$, and all three particles move with velocity $\mathbf k/M$. A very heavy hole takes up momentum at negligible energy cost, so $E_{\rm th}\to E_g$. Equal masses give $\tfrac32E_g$, and a very light hole gives $2E_g$.

\section{The square law}

\textbf{Q.} Fine. But a ``constant matrix element'' for two identical electrons sounds careless. What about exchange?

\textbf{A.} It matters. Let the amplitude be $U\sqrt F/\Omega$, where $\Omega$ is the crystal volume, $U$ the strength of a contact interaction and $F$ a constant squared overlap of Bloch functions. For parallel spins the direct and exchange amplitudes are equal and are subtracted, so the process vanishes. For antiparallel spins the final electrons are labelled by spin, and each pair $(\mathbf k_1,\mathbf k_2)$ counts once, without a factor $1/2$. For a given spin of the primary, one valence spin contributes.

The golden rule is then
\begin{equation}
W_{\rm c}=2\pi\frac{U^2F}{\Omega^2}
\sum_{\mathbf k_1\mathbf k_2\mathbf k_h}
\delta_{\mathbf k,\mathbf k_1+\mathbf k_2+\mathbf k_h}\,
\delta(E-E_g-E_{\rm kin}).
\label{golden}
\end{equation}
The Kronecker delta removes the hole sum. Each remaining sum becomes $\Omega\int d^3k/(2\pi)^3$, and the volumes cancel:
\begin{equation}
W_{\rm c}=2\pi U^2F\int\frac{d^3k_1\,d^3k_2}{(2\pi)^6}\,
\delta(E-E_g-E_{\rm kin}).
\end{equation}
In the variables $\mathbf P,\mathbf p$ the Jacobian is one, because for each Cartesian component the determinant is $(\tfrac12)(-1)-(1)(\tfrac12)=-1$.

\textbf{Q.} And the integral over a six-dimensional shell?

\textbf{A.} Do it for $n$ free vectors at once, since $n=3$ will be needed. Consider
\begin{equation}
I_n(\Delta)=\int\prod_{i=1}^n d^3p_i\;
\delta\!\left(\Delta-\sum_i\frac{p_i^2}{2\mu_i}\right).
\end{equation}
Setting $\mathbf p_i=\sqrt{\mu_i}\,\mathbf y_i$ gives a factor $\prod\mu_i^{3/2}$ and leaves $\delta(\Delta-y^2/2)$ in $D=3n$ dimensions. This is the derivative with respect to $\Delta$ of the volume of a ball of radius $\sqrt{2\Delta}$:
\begin{align}
I_n&=\prod_i\mu_i^{3/2}\;\frac{d}{d\Delta}
\frac{\pi^{D/2}(2\Delta)^{D/2}}{\Gamma(D/2+1)}\nonumber\\
&=(2\pi)^{3n/2}\prod_i\mu_i^{3/2}\;
\frac{\Delta^{3n/2-1}}{\Gamma(3n/2)},
\label{lemma}
\end{align}
where $\Gamma(D/2+1)=(D/2)\Gamma(D/2)$ was used. Each free vector supplies a power $3/2$, and energy conservation removes one.

With momentum conserved, $n=2$. Equation~\eqref{kin} gives $\mu_p=m_c/2$ and $\mu_P=2m_cm_h/M$, whose product is $m_c^2m_h/M$. Since $\Gamma(3)=2$ and $(2\pi)^3/[2(2\pi)^6]=1/16\pi^3$,
\begin{equation}
W_{\rm c}=\frac{U^2F}{8\pi^2}
\left(\frac{m_c^2m_h}{M}\right)^{3/2}\Delta^2
\;\propto\;(E-E_{\rm th})^2 .
\label{wc}
\end{equation}
Within this model the square law holds at every energy above $E_{\rm th}$. The words ``near threshold'' are needed for real bands and real matrix elements, which are parabolic and constant only over a limited range.

\textbf{Q.} I would like to see the integral done without your convenient coordinates.

\textbf{A.} It was evaluated numerically in the original $\mathbf k_1,\mathbf k_2$ at four energies from 0.05 to 1.0~eV above threshold, with the masses of the example below. The fitted power is 2.0000, and the largest error relative to \eqref{wc} is $5\times10^{-6}$.

\section{Dropping momentum conservation}

\textbf{Q.} Now the $7/2$. If you just delete the Kronecker delta, you have an extra sum and a rate proportional to the crystal volume.

\textbf{A.} Deleting it would indeed be wrong. The random-$k$ approximation replaces it by its average over the zone. With $N=\Omega/\Omega_c$ cells of volume $\Omega_c$ there are $N$ allowed crystal momenta, so a total momentum spread evenly over the zone matches $\mathbf k$ with probability $1/N=\Omega_c/\Omega$. Three sums now give $\Omega^3$, which cancels $\Omega^{-2}$ from the amplitude and $\Omega^{-1}$ from this probability:
\begin{equation}
W_{\rm r}=2\pi U^2F\,\Omega_c
\int\frac{d^3k_1d^3k_2d^3k_h}{(2\pi)^9}\,
\delta(E-E_g-E_{\rm kin}).
\end{equation}
No kinetic energy is tied up in carrying $\mathbf k$, so the available energy is $E-E_g$. The masses are $m_c,m_c,m_h$, and \eqref{lemma} with $n=3$ gives
\begin{equation}
W_{\rm r}=2\pi U^2F\,\Omega_c\,
\frac{(m_c^2m_h)^{3/2}}{(2\pi)^{9/2}\,\Gamma(9/2)}\,
(E-E_g)^{7/2}.
\label{wr}
\end{equation}
The same power follows from densities of states proportional to $\sqrt{\varepsilon}$. Three square roots give $3/2$, three energy integrals add $3$, and the delta function removes $1$.

As a test, triples of points on a cubic momentum lattice were counted for masses $1/4,1/4,1/2$. The count gave a rate exponent of 3.4999, and the number of triples agreed with the formula to a relative $2\times10^{-4}$.

\textbf{Q.} So one process has two rates. How are they related?

\textbf{A.} Let $p_E(\mathbf K)$ be the probability density of the total momentum $\mathbf K$ among all triples that conserve energy. Restoring momentum conservation inserts $(2\pi)^3\delta^3(\mathbf K-\mathbf k)/\Omega_c$ into the random-$k$ integrand, hence
\begin{equation}
\frac{W_{\rm c}}{W_{\rm r}}=\frac{(2\pi)^3}{\Omega_c}\,p_E(\mathbf k).
\label{ratio}
\end{equation}
The rates agree if $p_E(\mathbf k)$ has the value $\Omega_c/(2\pi)^3$ of an even spread over the zone. In a single valley the final momenta instead cluster around the band edge. By \eqref{kin} their total cannot exceed $\sqrt{2M(E-E_g)}$. Below $E_{\rm th}$ the primary momentum lies outside this range and $W_{\rm c}=0$; some way above $E_{\rm th}$, and as long as this range is small compared with the zone, clustering makes a match more likely than $1/N$. Random-$k$ is therefore an added assumption about the final states, and this band model does not justify it.

\section{Numbers for a hot electron near a drain}

\textbf{Q.} Give me numbers in a regime where someone cares.

\textbf{A.} Take a hot electron near the drain of a silicon n-channel transistor, with rough, rounded parameters: $E_g=1.1$~eV, $m_c=0.3$, $m_h=0.6$ electron masses, dielectric constant 12 and lattice constant 5.4~\AA, so that $\Omega_c=5.4^3/4=39.37$~\AA$^3$. The overlap $F=0.1$ is a chosen value, and both rates are proportional to it. From \eqref{eth}, $E_{\rm th}=1.1\times1.2/0.9=1.467$~eV.

For $U$ take the Coulomb amplitude $4\pi/(12q^2)$ at the threshold momentum transfer $q=k(1-m_c/M)=0.2549$~\AA$^{-1}$. This gives $U=57.57$ hartree\,bohr$^3$. At $E=2.0$~eV,
\begin{equation}
\Delta=\frac{0.9}{1.2}(2.0-1.467)=0.400\ {\rm eV}=0.0147\ {\rm hartree}.
\end{equation}
The factors in \eqref{wc} are $U^2F/8\pi^2=4.20$, $(0.045)^{3/2}=0.00955$ and $\Delta^2=2.16\times10^{-4}$. Their product, $8.66\times10^{-6}$, divided by the atomic time unit $2.419\times10^{-17}$~s, is $3.6\times10^{11}$~s$^{-1}$. Equation~\eqref{wr} gives $4.2\times10^{10}$~s$^{-1}$.

\begin{center}
\begin{tabular}{ccc}
$E$ (eV) & $W_{\rm c}$ (s$^{-1}$) & $W_{\rm r}$ (s$^{-1}$)\\
1.2 & 0 & $1.9\times10^{7}$\\
1.5 & $1.4\times10^{9}$ & $2.4\times10^{9}$\\
1.6 & $2.2\times10^{10}$ & $5.3\times10^{9}$\\
2.0 & $3.6\times10^{11}$ & $4.2\times10^{10}$\\
2.5 & $1.3\times10^{12}$ & $2.0\times10^{11}$
\end{tabular}
\end{center}
Random-$k$ is the larger below 1.51~eV, where momentum conservation forbids or strongly restricts the process. At 2.0~eV it is smaller by a factor of about nine, the clustering effect in \eqref{ratio}.

\textbf{Q.} At least a measured slope would tell the two laws apart.

\textbf{A.} Not near 2~eV, though closer to threshold it could if the energies were sharp. The slopes $d\ln W/d\ln E$ are $2E/(E-E_{\rm th})$ and $\tfrac72E/(E-E_g)$. At 2.0~eV they are 7.50 and 7.78: the smaller exponent is offset by the higher threshold. They are equal when $4(E-E_g)=7(E-E_{\rm th})$, that is
\begin{equation}
E=\frac{7E_{\rm th}-4E_g}{3}=1.96\ {\rm eV}.
\end{equation}
There $W_{\rm r}/W_{\rm c}$ has its minimum, 0.116, because the conserving slope is the steeper below this energy and the random-$k$ slope above it. At 1.6~eV, by contrast, the slopes are 24 and 11 for sharp energies. The lifetime broadening of the last section, applied to the available energy in both laws, reduces them to 17 and 11 for the Gaussian line and to 11 and 9 for the Lorentzian one, so the contrast may not survive. An exponent fitted over a narrow range near 2~eV means little unless the threshold is known independently.

\textbf{Q.} Is the electron's next scattering event often an ionisation?

\textbf{A.} Rarely, for these parameters. Against a rough phonon scattering rate of $10^{14}$~s$^{-1}$, ionisation is 0.36\% of events with momentum conserved and 0.04\% with random-$k$. Speed divided by rate, with the energy held at 2.0~eV, is about 4300~nm and 37\,000~nm.

\section{Where the exponent 2 fails}

\textbf{Q.} Silicon's conduction band has six ellipsoidal valleys away from the zone centre. Does your square survive that?

\textbf{A.} For a fixed direction of $\mathbf k$ it does, near the threshold for that direction, as long as the final energy has a quadratic minimum. The average over an energy shell can behave differently, because the threshold then depends on direction.

Consider first one ellipsoidal valley placed at the same point of the zone as an isotropic hole. This isolates the effect of anisotropy and is not yet silicon. The argument leading to \eqref{delta} applies axis by axis. With $f_i=(m_i+m_h)/(2m_i+m_h)$ and $c^2$ the fraction of $E$ in motion along the long axis,
\begin{equation}
\Delta=f_t\,\delta-E(f_t-f_l)c^2,\qquad \delta=E-E_g/f_t .
\end{equation}
On the shell $c$ is uniform between 0 and 1. Ionisation needs $c<c_0$, with $c_0^2=f_t\delta/[E(f_t-f_l)]$, so near threshold
\begin{equation}
\langle\Delta^2\rangle=(f_t\delta)^2\int_0^{c_0}\!\left(1-\frac{c^2}{c_0^2}\right)^2dc
=\frac{8}{15}(f_t\delta)^2c_0\propto\delta^{5/2}.
\end{equation}
For masses 0.9 and 0.2 the thresholds are 1.76~eV along the long axis and 1.375~eV across it.

Now separate the valleys. If the primary starts in valley $\mathbf K_0$ and the electrons end in $\mathbf K_1,\mathbf K_2$, the small momenta must add up to $\mathbf k+\mathbf Q$, where $\mathbf Q=\mathbf K_0-\mathbf K_1-\mathbf K_2-\mathbf G$ and $\mathbf G$ is a reciprocal-lattice vector. For isotropic masses $\Delta=E-E_g-|\mathbf k+\mathbf Q|^2/2M$. Let $\Delta_m$ be its largest value on the shell, reached when $\mathbf k$ opposes $\mathbf Q$, and let $s=1+\cos\theta$, with $\theta$ the angle between them:
\begin{equation}
\langle\Delta^2\rangle=\frac12\int_0^{M\Delta_m/kQ}\!\left(\Delta_m-\frac{kQ}{M}s\right)^2ds
=\frac{M\Delta_m^3}{6kQ}.
\end{equation}
This is a cubic law, valid while part of the shell is below threshold. Numerical shell averages give powers of 2.50 and 3.00 for the two cases.

With valleys at 0.85 of the way to the zone boundary, no channel has $Q=0$, so the single-valley process does not occur at all; the smallest mismatch is $Q=0.302$~\AA$^{-1}$, in eight channels. This nearly equals $k$ at $E=E_g$, so $\mathbf k+\mathbf Q$ can almost vanish and the threshold falls to 1.10~eV.

\textbf{Q.} And a real Coulomb amplitude, instead of your constant?

\textbf{A.} Parallel spins then contribute through the difference of amplitudes at transfers $|\mathbf k-\mathbf k_1|$ and $|\mathbf k-\mathbf k_2|$. By \eqref{jac} the difference is linear in $\mathbf p$ near threshold, so its square adds one power of $\Delta$ and the rate goes as $\Delta^3$. The leading law stays quadratic. At 2.0~eV, relative to \eqref{wc}, antiparallel spins give 0.73 and parallel spins 0.17. If the antiparallel amplitude itself vanished linearly in $\mathbf p$ and $\mathbf P$ at threshold, the square law would be lost in the same way.

\textbf{Q.} So how far should I trust $3.6\times10^{11}$~s$^{-1}$ for silicon?

\textbf{A.} Not as a prediction. The gap, dielectric constant and average masses are roughly those of silicon, but the single isotropic valley is not, and parabolic bands fail badly at 2~eV. With $E(1+\alpha E)=k^2/2m_c$ and a rough $\alpha=0.5$~eV$^{-1}$, the single-valley conserving threshold rises to 2.12~eV. The primary carries more momentum at a given energy, and the quoted rate becomes zero. The random-$k$ rate is multiplied by 1.9.

In silicon the process runs through transfers between valleys. With parabolic bands throughout, the phase space of the eight channels at 2.0~eV is 7.2 times the single-valley value. Random-$k$ gains a factor of 36 from the pairs of final valleys, so at constant amplitude the factor of nine between the two rates shrinks to about two. The valence electron now moves from the zone centre to $\mathbf K_2$, a transfer of about 1.0~\AA$^{-1}$, which reduces the squared Coulomb amplitude to about 0.005 of its threshold value if the dielectric constant is kept at 12. (The 0.002 in the output uses the distance between valley centres, 1.19~\AA$^{-1}$, which ignores that $\mathbf k$ nearly cancels $\mathbf Q$.) Screening is weaker at short distances and the overlaps differ, so a reliable rate needs the full band structure.

The other corrections are smaller at 2.0~eV:
\begin{itemize}
\item A lifetime broadening of 0.066~eV, treated as a Gaussian spread of $\Delta$, raises $W_{\rm c}$ by 3\%. At 1.5~eV, where $\Delta$ is only 0.025~eV, it raises it sixfold. These figures depend on the line shape: a Lorentzian of half-width 0.033~eV cut off at $\pm1$~eV gives 12\% and twentyfold, and the result grows with the cutoff.
\item A field of 0.5~MV/cm smears the threshold on a scale of 0.08~eV. Such a field exceeds bulk breakdown in lightly doped silicon and adds 0.05~eV per nm, so it can act only over a short region.
\item Warming by 100~K, with a rough gap shrinkage of 0.3~meV/K, raises $W_{\rm c}$ by 16\% and $W_{\rm r}$ by 12\% at fixed $U$, or by 22\% and 19\% if $U$ is taken at the new threshold.
\item At $10^{18}$~cm$^{-3}$ and 300~K, a final state at the threshold electron energy of 0.092~eV is occupied with probability of about 0.001 if the electrons share six valleys, and 0.008 in a single valley. In the intervalley channels the final electrons at threshold lie almost at the band edge, where the six-valley occupation is 0.04. Inside a drain doped to $10^{20}$~cm$^{-3}$ the electrons are degenerate, the 0.092~eV state is about 30\% occupied with six valleys, and this correction is no longer small.
\end{itemize}

\textbf{Q.} Then what may I take from the exponents?

\textbf{A.} They count free momenta. Two free vectors give $(E-E_{\rm th})^2$ and three give $(E-E_g)^{7/2}$, for constant amplitudes and isotropic parabolic bands; the square also needs the band extrema at one point of the zone, since separated valleys turn it into a cube on the shell average. A different observed power may reflect directional thresholds, band curvature or a varying amplitude, so by itself it does not show that momentum conservation has failed. The remaining values are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Inputs (rough): gap 1.10 eV, mc 0.3, mh 0.6 m_e
Dielectric constant 12, squared overlap 0.1
Lattice constant 5.4 A, cell 39.37 A^3
Conserving threshold 1.4667 eV; minimised 1.4667 eV
Threshold k 0.3398, transfer q 0.2549 1/A
Contact amplitude U 57.57 hartree bohr^3
Power, conserving, original momenta: 2.0000
Largest relative error of conserving rate: 4.8e-06
Power, random-k, counted states: 3.4999
Largest relative error of state count: 1.6e-04
E (eV), conserving rate (1/s), random-k rate (1/s):
  1.2  0.000e+00  1.900e+07
  1.5  1.398e+09  2.432e+09
  1.6  2.237e+10  5.311e+09
  1.8  1.398e+11  1.724e+10
  2.0  3.579e+11  4.155e+10
  2.5  1.344e+12  1.951e+11
Rates cross at 1.5132 eV
Equal log slopes at 1.9556 eV
Random-k/conserving ratio there: 0.1157
Example energy 2.0 eV; available 0.400 eV
dlnW/dlnE there: conserving 7.50, random-k 7.78
Speed/rate: conserving 4279, random-k 36855 nm
Phonon scattering rate (rough) 1e+14 1/s
Ionisation share of events: 3.57e-03 conserving
Ionisation share of events: 4.15e-04 random-k
Neglected effects, at the example energy unless stated:
Nonparabolicity 0.5 1/eV: conserving threshold 2.116 eV
  random-k rate multiplied by 1.93
Valley masses 0.9, 0.2 m_e: thresholds by axis
  long 1.760 eV, transverse 1.375 eV
  shell-averaged power 2.499
Separated valleys: leftover Q 0.302 1/A, 8 channels
  threshold 1.1002 eV, power 2.997
  phase space over single-valley value 7.24
  Coulomb factor (q_th/q_valley)^4 2.1e-03
Coulomb/constant-U rate, antiparallel spins 0.729
  parallel spins 0.1723; their power near Eth 2.999
Lifetime broadening 0.0658 eV: conserving rate times
  1.027 at 2.0 eV, 6.12 at 1.5 eV
Field 0.5 MV/cm: threshold smearing 0.078 eV
Warming by 100 K at 0.3 meV/K: rates times
  1.156 conserving, 1.122 random-k
Final electron energy at threshold 0.0917 eV
  occupation at 1e+18 cm^-3, 300 K: 1.2e-03
\end{verbatim}
